# What an Imaginary Frequency in Density Functional Perturbation Theory Means: a numerical check

```python
"""
Result under test: at a stationary structure, a negative eigenvalue omega^2 of
the mass-weighted Hessian is negative curvature of the Born-Oppenheimer energy;
moving along its eigenvector lowers the energy, and motion grows, not decays.

Symbols (Hartree atomic units):
  rho    distance of each H from the threefold axis of NH3
  h      height of N above the plane of the H atoms
  K      Hessian of the energy; k = curvature along h; mu = reduced mass
  kappa  growth rate, omega^2 = -kappa^2; gamma = friction rate
Electronic energies: Kohn-Sham LDA (Slater, VWN), 6-31G* basis.
Chain: springs k1, k2 to first and second neighbours, atomic mass M.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import null_space
from scipy.optimize import minimize_scalar, root, root_scalar
from pyscf import dft, gto, hessian

pc = const.physical_constants
TO_CM = pc["hartree-inverse meter relationship"][0] / 100
TO_FS = pc["atomic unit of time"][0] * 1e15
TO_KJMOL = pc["Hartree energy"][0] * const.N_A / 1000
TO_ME = const.atomic_mass / const.m_e
last_density = None


def solve(coords):
    """Converged Kohn-Sham calculation at the given nuclear positions."""
    global last_density
    mol = gto.M(atom=list(zip("NHHH", coords.tolist())), unit="Bohr",
                basis="6-31g*", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.level = 2
    mf.conv_tol = 1e-10
    mf.kernel(dm0=last_density)
    assert mf.converged
    last_density = np.asarray(mf.make_rdm1())
    return mf


angles = 2 * np.pi * np.arange(3) / 3
radial = np.column_stack([np.cos(angles), np.sin(angles), np.zeros(3)])


def geometry(rho, h):
    return np.vstack([[0.0, 0.0, h], rho * radial])


def slopes(rho, h):
    """Energy derivatives with respect to rho and h."""
    g = solve(geometry(rho, h)).nuc_grad_method().kernel()
    return np.array([np.sum(g[1:] * radial), g[0, 2]])


def cartesian_hessian(mf):
    K = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(12, 12)
    return (K + K.T) / 2


def normal_modes(K, masses, coords):
    """Vibrational omega^2 and modes, and omega^2 of rigid motions."""
    root_m = np.sqrt(np.repeat(masses, 3))
    D = K / np.outer(root_m, root_m)
    centred = coords - masses @ coords / masses.sum()
    rigid = []
    for axis in np.eye(3):
        rigid.append(root_m * np.tile(axis, 4))
        rigid.append(root_m * np.cross(axis, centred).ravel())
    R, _ = np.linalg.qr(np.array(rigid).T)
    B = null_space(R.T)
    w2, v = np.linalg.eigh(B.T @ D @ B)
    return w2, B @ v, np.linalg.eigvalsh(R.T @ D @ R)


def wavenumbers(w2_list):
    return ", ".join(f"{np.sqrt(abs(w)) * TO_CM:.1f}" + ("i" if w < 0 else "")
                     for w in w2_list)


# Planar stationary structure and its modes
rho0 = root_scalar(lambda r: slopes(r, 0.0)[0], x0=1.88, x1=1.92,
                   method="secant", xtol=1e-5).root
x0 = geometry(rho0, 0.0)
planar = solve(x0)
E0 = planar.e_tot
max_force = np.abs(planar.nuc_grad_method().kernel()).max()
assert max_force < 2e-4
masses = planar.mol.atom_mass_list(isotope_avg=True) * TO_ME
K = cartesian_hessian(planar)
w2, modes, rigid_w2 = normal_modes(K, masses, x0)
assert np.sum(w2 < 0) == 1
kappa = np.sqrt(-w2[0])
assert np.sqrt(np.abs(rigid_w2).max()) < 0.3 * kappa

# Unstable eigenvector, scaled so that h changes by one unit
direction = (modes[:, 0] / np.sqrt(np.repeat(masses, 3))).reshape(4, 3)
direction /= direction[0, 2] - direction[1:, 2].mean()
assert np.abs(direction[:, :2]).max() < 0.02
mu = np.sum(masses[:, None] * direction**2)
m_N, m_H = masses[0], masses[1]
mu_formula = 3 * m_H * m_N / (3 * m_H + m_N)
assert abs(mu / mu_formula - 1) < 2e-3
k_hessian = direction.ravel() @ K @ direction.ravel()

# Independent energies along the unstable eigenvector
heights = np.array([0.1, 0.2, 0.4, 0.5, 0.6, 0.8])
drops = np.array([solve(x0 + s * direction).e_tot - E0 for s in heights])
reverse_drop = solve(x0 - 0.2 * direction).e_tot - E0
assert drops[0] < 0 and drops[1] < 0 and reverse_drop < 0
assert abs(reverse_drop / drops[1] - 1) < 0.02
# Two steps remove the quartic term from the finite-difference curvature.
k_energy = (16 * drops[0] - drops[1]) / (6 * heights[0] ** 2)
# Finite integration grid without weight derivatives: few-percent agreement.
assert abs(k_energy / k_hessian - 1) < 0.05

# A stable mode must raise the energy by the predicted amount
stable = (modes[:, 1] / np.sqrt(np.repeat(masses, 3))).reshape(4, 3)
Q = 0.08 / np.abs(stable).max()
rise = np.mean([solve(x0 + s * Q * stable).e_tot - E0 for s in (-1, 1)])
rise_formula = w2[1] * Q**2 / 2
assert rise > 0 and abs(rise / rise_formula - 1) < 0.05

# Changing the masses changes the frequency, not the number of instabilities
heavy = masses * np.array([1, 2, 2, 2])
w2_heavy = normal_modes(K, heavy, x0)[0]
mu_heavy = 6 * m_H * m_N / (6 * m_H + m_N)
assert np.sum(w2_heavy < 0) == 1
ratio_heavy = np.sqrt(w2_heavy[0] / w2[0])
assert abs(ratio_heavy / np.sqrt(mu / mu_heavy) - 1) < 0.01

# Smooth even curve through the scan; its lowest point on the straight path
powers = np.array([2, 4, 6])
scaled = heights[:, None] ** (powers - 2)
coef = np.linalg.lstsq(scaled, drops / heights**2, rcond=None)[0]
line = minimize_scalar(lambda s: coef @ s**powers, bounds=(0.1, 0.8),
                       method="bounded")

# Full relaxation within threefold symmetry, then a new Hessian
relaxed = root(lambda p: slopes(*p), [1.80, 0.70], tol=1e-5,
               options={"eps": 1e-4})
rho1, h1 = relaxed.x
x1 = geometry(rho1, abs(h1))
pyramid = solve(x1)
force1 = np.abs(pyramid.nuc_grad_method().kernel()).max()
assert force1 < 2e-4 and abs(h1) > 0.2
drop_relaxed = pyramid.e_tot - E0
assert drop_relaxed < line.fun < 0
w2_min = normal_modes(cartesian_hessian(pyramid), masses, x1)[0]
assert np.all(w2_min > 0)
bond = np.hypot(rho1, h1)
hnh = np.degrees(np.arccos(1 - 1.5 * (rho1 / bond) ** 2))

# Classical motion on the scanned energy curve, started at rest
start = 0.01


def motion(t, y):
    return [y[1], -(coef * powers) @ y[0] ** (powers - 1) / mu]


def turning(t, y):
    return y[1]


turning.direction = -1
path = solve_ivp(motion, (0, 40 / kappa), [start, 0.0], events=turning,
                 dense_output=True, rtol=1e-10, atol=1e-13)
growth = path.sol(2 / kappa)[0] / start
assert abs(growth / np.cosh(2) - 1) < 0.08  # inherits the curvature error
peak_t, peak_h = path.t_events[0][:2], path.y_events[0][:2, 0]
assert abs(peak_h[1] / peak_h[0] - 1) < 1e-3


# Friction slows the escape but cannot turn it into decay
def fastest_rate(w2_unit, gamma):
    return np.linalg.eigvals([[0, 1], [-w2_unit, -gamma]]).real.max()


for gamma in (0.0, 1.0, 10.0):
    expected = -gamma / 2 + np.sqrt(gamma**2 / 4 + 1)
    assert abs(fastest_rate(-1, gamma) - expected) < 1e-10
    if gamma > 0:
        assert fastest_rate(1, gamma) < 0

# Chain: energy from individual bonds against the dispersion formula
k1, k2, M, A, cells = -0.01, 0.01, 20000.0, 0.1, 8


def chain_w2(qa):
    return 4 / M * (k1 * np.sin(qa / 2) ** 2 + k2 * np.sin(qa) ** 2)


def chain_energy(qa):
    u = A * np.cos(qa * np.arange(cells))
    return sum(k * np.sum((np.roll(u, -n) - u) ** 2) / 2
               for n, k in ((1, k1), (2, k2))) / cells


chain = []
for j in (1, 2, 3, 4):
    qa = 2 * np.pi * j / cells
    factor = 0.5 if j == 4 else 0.25
    energy = chain_energy(qa)
    assert abs(energy - factor * M * chain_w2(qa) * A**2) < 1e-14
    chain.append((qa / np.pi, chain_w2(qa), energy))
assert chain[0][1] > 0 and chain[3][1] < 0

print("PLANAR NH3, LDA/6-31G*")
print(f"N-H length: {rho0:.4f} bohr; largest force: {max_force:.1e} Ha/bohr")
print(f"total energy: {E0:.6f} Ha")
print(f"masses N, H: {m_N:.1f}, {m_H:.1f} m_e")
print("vibrations (cm^-1):", wavenumbers(w2))
print("rigid motions, ideally zero (cm^-1):", wavenumbers(rigid_w2))
print(f"unstable omega^2: {w2[0]:.5e} a.u.; kappa: {kappa:.5e} a.u.")
print(f"eigenvector z per unit h: N {direction[0, 2]:.4f}, "
      f"H {direction[1:, 2].mean():.4f}")
print(f"reduced mass from mode: {mu:.1f} m_e; formula: {mu_formula:.1f} m_e")
print(f"curvature from Hessian: {k_hessian:.5f} Ha/bohr^2")
print(f"curvature from energies: {k_energy:.5f} Ha/bohr^2")
for s, d in zip(heights, drops):
    print(f"scan h = {s:.1f} bohr: energy change {1000 * d:.4f} mHa")
print(f"scan h = -0.2 bohr: energy change {1000 * reverse_drop:.4f} mHa")
print(f"stable mode, largest component moved {0.08:.2f} bohr: "
      f"rise {1000 * rise:.4f} mHa, harmonic {1000 * rise_formula:.4f} mHa")
print(f"H mass doubled: {wavenumbers(w2_heavy[:1])} cm^-1; "
      f"frequency ratio {ratio_heavy:.4f}")
print("LOWER-ENERGY STRUCTURE")
print(f"straight-path minimum: h = {line.x:.3f} bohr, "
      f"change {1000 * line.fun:.3f} mHa")
print(f"relaxed: rho = {rho1:.4f} bohr, h = {abs(h1):.4f} bohr")
print(f"relaxed N-H: {bond:.4f} bohr; H-N-H angle: {hnh:.2f} degrees")
print(f"relaxed energy change: {1000 * drop_relaxed:.3f} mHa "
      f"= {drop_relaxed * TO_KJMOL:.2f} kJ/mol")
print("relaxed vibrations (cm^-1):", wavenumbers(w2_min))
print("MOTION")
print(f"start h: {start:.2f} bohr at rest; 1/kappa: {TO_FS / kappa:.3f} fs")
print(f"growth factor at 2/kappa: {growth:.3f}; cosh(2): {np.cosh(2):.3f}")
for t, s in zip(peak_t, peak_h):
    print(f"outer turning point: t = {t * TO_FS:.2f} fs, h = {s:.4f} bohr")
for gamma in (0.0, 1.0, 10.0):
    print(f"friction {gamma:.0f} kappa: growth rate "
          f"{fastest_rate(-1, gamma):.4f} kappa")
print("SPRING CHAIN")
print(f"k1 = {k1:.2f}, k2 = {k2:.2f} Ha/bohr^2; M = {M:.0f} m_e; "
      f"A = {A:.1f} bohr; {cells} cells")
for qa, w, energy in chain:
    print(f"qa = {qa:.2f} pi: omega^2 = {w:.4e} a.u. "
          f"({wavenumbers([w])} cm^-1), energy/atom = {1000 * energy:.5f} mHa")
print("success")
```

Running it gives:

```
PLANAR NH3, LDA/6-31G*
N-H length: 1.9070 bohr; largest force: 9.1e-07 Ha/bohr
total energy: -56.050441 Ha
masses N, H: 25533.2, 1837.5 m_e
vibrations (cm^-1): 804.2i, 1531.3, 1531.3, 3573.7, 3770.4, 3770.4
rigid motions, ideally zero (cm^-1): 24.2i, 5.1i, 5.6, 8.3, 10.0, 27.5
unstable omega^2: -1.34265e-05 a.u.; kappa: 3.66422e-03 a.u.
eigenvector z per unit h: N 0.1776, H -0.8224
reduced mass from mode: 4533.6 m_e; formula: 4533.6 m_e
curvature from Hessian: -0.06087 Ha/bohr^2
curvature from energies: -0.06095 Ha/bohr^2
scan h = 0.1 bohr: energy change -0.2984 mHa
scan h = 0.2 bohr: energy change -1.1169 mHa
scan h = 0.4 bohr: energy change -3.3312 mHa
scan h = 0.5 bohr: energy change -4.0019 mHa
scan h = 0.6 bohr: energy change -3.8315 mHa
scan h = 0.8 bohr: energy change 0.5654 mHa
scan h = -0.2 bohr: energy change -1.1169 mHa
stable mode, largest component moved 0.08 bohr: rise 0.4928 mHa, harmonic 0.4925 mHa
H mass doubled: 617.2i cm^-1; frequency ratio 0.7675
LOWER-ENERGY STRUCTURE
straight-path minimum: h = 0.532 bohr, change -4.056 mHa
relaxed: rho = 1.7910 bohr, h = 0.7463 bohr
relaxed N-H: 1.9403 bohr; H-N-H angle: 106.14 degrees
relaxed energy change: -8.330 mHa = -21.87 kJ/mol
relaxed vibrations (cm^-1): 1043.3, 1654.9, 1654.9, 3374.2, 3520.7, 3520.7
MOTION
start h: 0.01 bohr at rest; 1/kappa: 6.601 fs
growth factor at 2/kappa: 3.757; cosh(2): 3.762
outer turning point: t = 39.03 fs, h = 0.7843 bohr
outer turning point: t = 117.10 fs, h = 0.7843 bohr
friction 0 kappa: growth rate 1.0000 kappa
friction 1 kappa: growth rate 0.6180 kappa
friction 10 kappa: growth rate 0.0990 kappa
SPRING CHAIN
k1 = -0.01, k2 = 0.01 Ha/bohr^2; M = 20000 m_e; A = 0.1 bohr; 8 cells
qa = 0.25 pi: omega^2 = 7.0711e-07 a.u. (184.6 cm^-1), energy/atom = 0.03536 mHa
qa = 0.50 pi: omega^2 = 1.0000e-06 a.u. (219.5 cm^-1), energy/atom = 0.05000 mHa
qa = 0.75 pi: omega^2 = -7.0711e-07 a.u. (184.6i cm^-1), energy/atom = -0.03536 mHa
qa = 1.00 pi: omega^2 = -2.0000e-06 a.u. (310.4i cm^-1), energy/atom = -0.20000 mHa
success
```
